# Flux at the bottom centre of a deep, infinitely long trench

## Question

I am stuck on an exercise about film growth. A trench is cut into a flat wafer. It has vertical walls, is infinitely long, and is ten times deeper than it is wide. Atoms arrive from the gas with a cosine distribution, they do not collide with each other or with anything else inside the trench, and every atom sticks where it first lands. I am to show that the centre of the trench bottom receives about 5 percent of the flux that falls on the open surface.

I tried two ways. First I took the solid angle through which the bottom point sees the opening and divided it by $2\pi$, the solid angle of the hemisphere. That gave 3.2 percent. Then I took a cone whose half-angle has the tangent $1/20$, and integrated the cosine distribution over it. That gave 0.25 percent. What is wrong with each attempt, and how is the 5 percent obtained? I would also like to know whether the number means anything for a real metal film.

## Answer

Your first attempt has the right set of directions but the wrong weight. Your second has the right weight but the wrong set of directions. Both are cured by writing down what "cosine-distributed flux" means and then asking which directions are open.

### The flux on the open surface

Let $\Gamma_0$ be the number of atoms arriving per unit area and time on the open surface. Let $\theta$ be the angle between the surface normal and the direction from which an atom comes. The cosine distribution says that the solid angle $d\Omega$ contributes

$$
d\Gamma=\frac{\Gamma_0}{\pi}\cos\theta\,d\Omega .
$$

The cosine is geometrical. If the gas sends equally strong beams from all directions, a beam arriving at angle $\theta$ is spread over a surface area larger by $1/\cos\theta$, so each unit of surface receives less of it. The factor $1/\pi$ makes the total correct:

$$
\frac1\pi\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac1\pi\,(2\pi)\,\frac12=1 .
$$

### Which directions reach the bottom centre

Call the width $w$ and the depth $d$. Put the origin at the bottom centre, with $x$ across the trench, $y$ along it and $z$ upward. The unit vector $\mathbf n=(n_x,n_y,n_z)$ points from the origin back towards the place an atom came from.

Since atoms fly straight and stick at first contact, an atom can reach the origin only along a line that runs to the gas without touching a wall. Along such a line nothing is added or removed, so the beam has the same strength per solid angle and per area perpendicular to it as above the wafer. The bottom is parallel to the open surface, so the factor $\cos\theta$ is the same too. The trench does nothing except block directions.

A line from the origin reaches the height $z=d$ after the length $d/n_z$. Its sideways position is then $x=d\,n_x/n_z$, and it passes through the mouth if $|x|<w/2$:

$$
\frac{|n_x|}{n_z}<\frac{w}{2d}\equiv t=\tan\alpha .
$$

Here $\alpha$ is the half-angle of the opening in the cross-section. Lower down $|x|$ is smaller, so a line that clears the mouth has cleared the walls below it. There is no condition on $n_y$, because an infinitely long trench has no end walls. The open directions therefore form a wedge, not a cone.

### The integral as an area

We need $\frac1\pi\int\cos\theta\,d\Omega$ over this wedge. Write

$$
n_x=\sin\theta\cos\varphi,\qquad n_y=\sin\theta\sin\varphi .
$$

In the $(n_x,n_y)$ plane these are polar coordinates with radius $\rho=\sin\theta$. Because $d\rho=\cos\theta\,d\theta$,

$$
dn_x\,dn_y=\rho\,d\rho\,d\varphi
=\sin\theta\cos\theta\,d\theta\,d\varphi=\cos\theta\,d\Omega .
$$

The cosine weight is thus accounted for by projecting the unit hemisphere onto its base. The whole hemisphere projects onto the unit disc, of area $\pi$, and the flux ratio is the projected area of the open directions divided by $\pi$.

To find that area, square the condition $|n_x|<t\,n_z$, which is allowed because both sides are non-negative, and insert $n_z^2=1-n_x^2-n_y^2$:

$$
n_x^2<t^2(1-n_x^2-n_y^2).
$$

Collect the terms in $n_x^2$ on the left and divide by $t^2$:

$$
\frac{1+t^2}{t^2}\,n_x^2+n_y^2<1 .
$$

Since $t=\tan\alpha$, we have $t^2/(1+t^2)=\sin^2\alpha$, and so

$$
\frac{n_x^2}{\sin^2\alpha}+n_y^2<1 .
$$

This is the inside of an ellipse with semi-axes $\sin\alpha$ and $1$. Its area is $\pi\sin\alpha$, so

$$
\boxed{\frac{\Gamma}{\Gamma_0}=\sin\alpha=\frac{w/2}{\sqrt{d^2+(w/2)^2}}}
$$

For $d=10w$, $\tan\alpha=1/20$, and

$$
\frac{\Gamma}{\Gamma_0}=\frac{1/20}{\sqrt{1+1/400}}=\frac1{\sqrt{401}}=0.0499 ,
$$

which is the 5 percent you were asked for.

### A second derivation, over the mouth

You can also add up contributions from area elements $dx\,dy$ of the mouth. An element at distance $r=\sqrt{x^2+y^2+d^2}$ is seen at $\cos\theta=d/r$. It is itself tilted by $\theta$ against the line of sight, so it fills the solid angle $d\Omega=\cos\theta\,dx\,dy/r^2$. Hence

$$
\frac{\Gamma}{\Gamma_0}=\frac{d^2}{\pi}\int_{-w/2}^{w/2}dx\int_{-\infty}^{\infty}\frac{dy}{(x^2+y^2+d^2)^2}.
$$

For the inner integral put $a^2=x^2+d^2$ and $y=a\tan u$. Then $dy=a\,du/\cos^2u$ and $(a^2+y^2)^2=a^4/\cos^4u$, which gives

$$
\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}
=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\frac{\pi}{2a^3}.
$$

The remaining integral is elementary, because the derivative of $x/\sqrt{x^2+d^2}$ is $d^2/(x^2+d^2)^{3/2}$:

$$
\frac{\Gamma}{\Gamma_0}=\frac12\left[\frac{x}{\sqrt{x^2+d^2}}\right]_{-w/2}^{w/2}=\sin\alpha .
$$

The result was also tested with random straight flights launched from the mouth and counted in a central strip of width $0.1w$. For $d=10w$ they gave $0.0499\pm0.0004$. For $d=w$ they gave $0.4446\pm0.0011$, against 0.4472 from the formula. That is about 2.5 standard errors low, a small part of it because the mean over the strip is 0.4469 rather than the centre value. It is within the five standard errors allowed in the test, and it clearly excludes $\tan\alpha=0.5$. A direct numerical evaluation of the mouth integral at $d=w$ agrees with $\sin\alpha$ to better than one part in a million.

### What went wrong in your two attempts

For the wedge it helps to use other angles. Let $\psi$ be the angle from the vertical within the cross-section, and $\beta$ the tilt out of the cross-section, along the trench:

$$
\mathbf n=(\cos\beta\sin\psi,\ \sin\beta,\ \cos\beta\cos\psi),\qquad
d\Omega=\cos\beta\,d\beta\,d\psi .
$$

The wedge is $|\psi|<\alpha$ with $\beta$ running from $-\pi/2$ to $\pi/2$. Its solid angle is $2\alpha\cdot2=4\alpha$, and dividing by $2\pi$ gives $2\alpha/\pi=0.0318$. This is your 3.2 percent. It treats all directions as equally effective. But the mean of $\cos\theta$ over the hemisphere is $1/2$, while over the wedge it is

$$
\frac{1}{4\alpha}\int_{-\alpha}^{\alpha}\cos\psi\,d\psi\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac{2\sin\alpha}{4\alpha}\,\frac{\pi}{2}=\frac{\pi\sin\alpha}{4\alpha},
$$

close to $\pi/4$ for small $\alpha$. The open directions are steeper than average, and your first number is too small by a factor of about $\pi/2$.

Your cone $\theta<\alpha$ projects onto a disc of radius $\sin\alpha$, which gives $\sin^2\alpha=0.0025$. That is the correct answer for the bottom centre of a round hole with diameter $w$ and depth $d$. A hole limits the view in two directions and a trench in one, hence one more factor of $\sin\alpha$.

### Limiting cases

For a very shallow trench $\alpha\to90^\circ$ and the ratio tends to 1, as it must. For a deep one,

$$
\sin\alpha=\frac{t}{\sqrt{1+t^2}}\approx t\left(1-\frac{t^2}{2}\right),\qquad t=\frac{w}{2d},
$$

so the flux falls as $w/(2d)$. Doubling the depth from $5w$ to $10w$ at fixed width lowers the ratio from 0.0995 to 0.0499. The simple form $w/(2d)$ is too large by the relative amount $t^2/2=1/800$ here, or 0.125 percent.

### Where the other 95 percent goes

The angles $\psi$ and $\beta$ also give the flux at other places. Measure $\psi$ from the normal of the receiving surface, whichever way it faces. If the gas is visible between $\psi_1$ and $\psi_2$, then with $\cos\theta=\cos\beta\cos\psi$

$$
\frac{\Gamma}{\Gamma_0}=\frac1\pi\int_{\psi_1}^{\psi_2}\cos\psi\,d\psi
\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac{\sin\psi_2-\sin\psi_1}{2}.
$$

At the bottom, a distance $x$ from the centre, the two mouth edges lie at horizontal distances $w/2+x$ and $w/2-x$, on opposite sides of the normal. Therefore

$$
\frac{\Gamma_{\rm b}(x)}{\Gamma_0}=\frac12\left[\frac{w/2+x}{\sqrt{(w/2+x)^2+d^2}}+\frac{w/2-x}{\sqrt{(w/2-x)^2+d^2}}\right].
$$

In the corner, $x=w/2$, this is 0.04975 for $d=10w$, against 0.04994 at the centre. The bottom is coated almost evenly in this model.

On a side wall, at depth $z$ below the mouth, the normal is horizontal. The visible gas extends from the opposite mouth edge, where $\sin\psi_1=z/\sqrt{z^2+w^2}$, up to the vertical, where $\sin\psi_2=1$:

$$
\frac{\Gamma_{\rm w}(z)}{\Gamma_0}=\frac12\left(1-\frac{z}{\sqrt{z^2+w^2}}\right).
$$

The wall receives one half of $\Gamma_0$ just below the mouth, 0.146 at the depth $z=w$, and 0.0025 at the bottom.

These formulas must account for every atom that enters. Both terms of $\Gamma_{\rm b}$ have the same integral over the bottom, so the bottom collects, per unit length of trench,

$$
\int_{-w/2}^{w/2}\frac{\Gamma_{\rm b}}{\Gamma_0}\,dx=\int_0^w\frac{s\,ds}{\sqrt{s^2+d^2}}=\sqrt{w^2+d^2}-d .
$$

The two walls together collect

$$
2\int_0^d\frac{\Gamma_{\rm w}}{\Gamma_0}\,dz=d-\left(\sqrt{d^2+w^2}-w\right).
$$

The sum is $w$, the amount that enters through the mouth. For $d=10w$ the shares are 4.99 percent on the bottom and 95.01 percent on the walls.

### What it means for a titanium film

Take a trench 100 nm wide and 1000 nm deep, and deposit titanium until the open surface carries 10 nm. If the film has the same density everywhere, thickness is proportional to flux, and the bottom centre gets

$$
0.0499\times10\ \text{nm}=0.50\ \text{nm}.
$$

This is an average thickness comparable with atomic spacings. It does not guarantee a closed film.

The ideal model leaves out several things. Below, each is changed alone, and percentages are relative to the ideal flux ratio 0.04994.

**Angular distribution.** Suppose the arriving flux is more forward-directed, proportional to $\cos^2\theta$ per solid angle, with the same total on the open surface. The normalized weight is $\frac{3}{2\pi}\cos^2\theta$, and the wedge gives

$$
\frac{3}{2\pi}\int_{-\alpha}^{\alpha}\cos^2\psi\,d\psi\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta
=\frac{3}{2\pi}\,(\alpha+\sin\alpha\cos\alpha)\,\frac43 .
$$

This equals 0.0636, an increase of 27 percent.

**Narrowing of the mouth.** Just below the edge each wall grows at half the rate of the open surface. After 10 nm on top, each lip has advanced sideways by about 5 nm and the mouth has shrunk from 100 to about 90 nm; the narrowest point then lies about 5 nm above the original edge. With the depth held at 1000 nm, the flux ratio at the end is 0.0450, which is 10 percent lower. Averaged over the deposition, the bottom film becomes 0.47 nm instead of 0.50 nm. Film growing around the top corner does not narrow the mouth further in this model: where its surface is vertical it sees at most half of the gas, so it advances sideways at no more than half the rate of the open surface. The result is still an estimate, because it ignores the small change in depth as the film grows and the slight shading of each edge by the film rising on the opposite one.

**Sticking below one.** Let a fraction $s$ of the arriving atoms stick at each contact, and let the rest leave again with a cosine distribution. Atoms that first hit a wall can then still reach the bottom. Solving the balance of arrivals and re-emission on walls and bottom gives 0.0507 for $s=0.9$, an increase of 1.5 percent. For $s=0.1$ it gives 0.168, more than three times the ideal value, and random flights with re-emission give 0.167. Since the deposited amount is $s$ times the arriving flux both in the trench and on top, these are also thickness ratios. The 5 percent therefore does not carry over to a chemical precursor that reacts in only a small fraction of its contacts.

**Finite length.** At the middle of a trench of length $L$, the parts of the mouth with $|y|>L/2$ are missing. For $L\gg d$ one may set $r\approx|y|$ there, and the mouth integral shows that the loss is about

$$
\frac{2d^2w}{\pi}\int_{L/2}^{\infty}\frac{dy}{y^4}=\frac{16\,d^2w}{3\pi L^3}.
$$

It falls as $L^{-3}$. For $L=10\,000$ nm the full integral gives a loss of 0.3 percent.

**Collisions inside the trench.** A flight from the mouth has length $d/\cos\theta$. Its flux-weighted mean is the wedge's solid angle times $d/\pi$, divided by $\sin\alpha$:

$$
\bar\ell=\frac{4\alpha\,d}{\pi\sin\alpha}=1274\ \text{nm}.
$$

For hard spheres in thermal motion, the mean free path of titanium atoms in argon is

$$
\lambda=\frac{k_{\rm B}T}{p\,\pi\sigma^2\sqrt{1+m_{\rm Ti}/m_{\rm Ar}}},
$$

where the square root accounts for the motion of the argon. With $p=5$ mTorr, $T=400$ K and a rough collision diameter $\sigma=0.35$ nm, $\lambda$ is about 15 mm. Freshly sputtered atoms are much faster than thermal ones; for them the square root drops out and the same $\sigma$ gives about 22 mm, so the thermal value is the cautious choice here. The chance of a collision on a path $\ell$ is $1-e^{-\ell/\lambda}\le\ell/\lambda$, so on average it is at most $\bar\ell/\lambda\approx9\times10^{-5}$. Collisionless flight is a very good assumption inside this trench.

How does this compare with a real process? Argon at a few mTorr is a typical regime for sputtering, but a depth of ten widths is demanding for ordinary sputtering, and more directional methods are used for such shapes. The assumption I would trust least is the cosine distribution. The distance from the source to the wafer is commonly some centimetres, which is only a few mean free paths. Collisions on the way therefore need not produce a cosine distribution, and the final directions depend on the source, the pressure and the distance. The $\cos^2\theta$ case shows how far a moderate change moves the answer; it is not a measured distribution, and real source shapes can fall outside the range between $\cos\theta$ and $\cos^2\theta$ on either side. Without collisions, a thin ring source centred above the trench and seen at $45^\circ$ gives only 0.32 nm for 10 nm on top, while a uniform cosine-emitting disc whose radius equals its distance gives 0.82 nm. For this geometry I would read the result as "roughly 0.5 to 0.6 nm for 10 nm on top", provided that sticking is close to one and the angular distribution lies between the $\cos\theta$ and $\cos^2\theta$ cases. The main values are listed in the numerical output below.

## Table of computed values

```
IDEAL TRENCH (flux ratios to open surface)
width 100 nm, depth 1000 nm
half-angle alpha: 2.862 degrees
bottom centre, formula: 0.04994 = 4.99 percent
small-angle value w/(2d): 0.05000
small-angle excess: 0.125 percent
random flights, d/w=1: 0.4446 +- 0.0011
random flights, d/w=10: 0.0499 +- 0.0004
formula, d/w=1: 0.4472
formula, d/w=2: 0.2425
formula, d/w=5: 0.0995
formula, d/w=10: 0.0499
formula, d/w=20: 0.0250
bottom corner: 0.04975
wall just below mouth: 0.500
wall at depth 100 nm: 0.1464
wall at the bottom: 0.00248
share of entering atoms on bottom: 0.04988
share of entering atoms on walls: 0.95012
bare solid-angle fraction: 0.03180
round hole, same width and depth: 0.002494
TITANIUM LINER
film on open surface: 10.0 nm
ideal film at bottom centre: 0.499 nm
NEGLECTED EFFECTS (change relative to ideal flux)
argon: 5.0 mTorr, 400 K
collision diameter (rough): 0.35 nm
mean free path of Ti in Ar: 14.52 mm
mean path mouth to bottom centre: 1274 nm
collision probability, upper bound: 8.8e-05
sticking 0.9: flux 0.05069, change +1.51 percent
sticking 0.1, balance: 0.1679
sticking 0.1, random flights: 0.1672
length 10000 nm: flux 0.04978, change -0.32 percent
mouth after deposition: 90.0 nm
flux after narrowing: 0.04495, change -10.0 percent
bottom film with narrowing: 0.474 nm
cosine-squared flux: 0.06356, change +27.3 percent
```
